# Do several cerium 3d peaks prove that ceria is partly reduced?

## Question

I am checking a ceria powder used for polishing silica. Its Ce 3d photoemission spectrum has several peaks in the 3d$_{5/2}$ part and several more in the 3d$_{3/2}$ part. My reasoning was that CeO$_2$ contains one kind of cerium ion, Ce$^{4+}$, so spin-orbit splitting should give two peaks. I therefore assigned the surplus peaks to Ce$^{3+}$ and concluded that the powder is strongly reduced. Is that sound? If stoichiometric ceria can produce the extra peaks, where do they come from, and what would count as evidence for reduction?

## Answer

The inference fails because a peak labels a final state, reached after a 3d electron has left. One initial state can lead to several final states. To see how many, take a single cerium site with no reduction at all.

### The model of the stoichiometric site

Let the site have 14 degenerate 4f spin-orbitals $\nu$, each coupled to one oxygen 2p orbital of the same label. The oxygen level is the energy zero. Before photoemission,

$$
H_i=D N+\tfrac12 U N(N-1)+V\sum_{\nu=1}^{14}\left(f_\nu^\dagger c_\nu+c_\nu^\dagger f_\nu\right),
$$

where $N$ counts f electrons, $D$ is the f level, $U$ the f-f repulsion and $V>0$ the hopping. Retain three configurations: f$^0$, f$^1L$ and f$^2L^2$, where $L$ is an oxygen hole. They hold $0+14$, $1+13$ and $2+12$ electrons. All have the same total, 14, so mixing them is covalency, not reduction.

Hopping from the filled oxygen shell $|0\rangle$ produces 14 orthogonal determinants with equal amplitudes. Their normalized sum is $|1\rangle$, and the norm of the unnormalized sum gives the coupling $v_1=\sqrt{14}\,V$. Next, let $|2\rangle$ be the normalized sum of the $14\cdot13/2=91$ determinants with two f electrons. Hopping back from $|2\rangle$ reaches each one-f determinant from 13 pairs, so

$$
v_2=V\,\frac{13\sqrt{14}}{\sqrt{91}}=\sqrt{26}\,V .
$$

Reversing the sign of $|1\rangle$ makes both off-diagonal elements negative:

$$
H_i=\begin{pmatrix}0&-v_1&0\\-v_1&a_1&-v_2\\0&-v_2&a_2\end{pmatrix},
\qquad a_1=D,\quad a_2=2D+U .
$$

Three states suffice. If the sign of every one-f determinant is reversed, all hopping elements among the $1+14+91=106$ determinants are negative. The ground state is then unique with positive amplitudes, so it is unchanged by permuting the labels $\nu$, and it lies in the symmetric space above. A core hole that attracts all f orbitals equally cannot take it out of that space.

Write the ground state as $g=(g_0,g_1,g_2)$, all components positive. The first row of $H_ig=E_gg$ reads $-v_1g_1=E_gg_0$, hence $E_g<0$.

### Three final energies

The 3d hole lowers each f electron by $Q>0$. Thus $H_f=H_i-QN$, with diagonal elements $0$, $b_1=a_1-Q$ and $b_2=a_2-2Q$. For an eigenvector $k$ with energy $x$,

$$
\begin{aligned}
-v_1k_1&=xk_0,\\
-v_1k_0+b_1k_1-v_2k_2&=xk_1,\\
-v_2k_1+b_2k_2&=xk_2 .
\end{aligned}
$$

If $k_0=0$, the first row gives $k_1=0$ and the second gives $k_2=0$. So $k_0\neq0$, and the first two rows then fix the whole vector. Each energy has one eigenvector, and a real symmetric $3\times3$ matrix therefore has three distinct energies.

Set $k_0=1$. For $x\ne b_2$, the first and third rows give

$$
k_1=-\frac{x}{v_1},\qquad k_2=-\frac{v_2x}{v_1(b_2-x)} .
$$

Inserting these in the second row and multiplying by $-v_1(b_2-x)$ yields

$$
x(x-b_1)(x-b_2)-v_1^2(x-b_2)-v_2^2x=0 .
$$

(The exception $x=b_2$ needs $k_1=0$ and hence $x=b_2=0$; the second row then supplies $k_2$.)

In the sudden approximation the valence electrons are still in $g$ when the 3d electron leaves. Line $k$ has weight $w_k=|\langle k|g\rangle|^2$ for normalized $k$, and its binding energy is $x_k-E_g$ plus a constant.

### Can a line have zero weight?

Three energies make three peaks only if all three weights are nonzero. Take the matrix element of $H_f-H_i=-QN$ between $g$ and $k$:

$$
(x-E_g)\langle g|k\rangle=-Q\langle g|N|k\rangle .
$$

If $\langle g|k\rangle=0$, then $\langle g|N|k\rangle=0$ as well. With $y_j=g_jk_j$ these conditions are $y_0+y_1+y_2=0$ and $y_1+2y_2=0$. Hence $y_1=-2y_2$, $y_0=y_2$, and

$$
k\propto\left(\frac1{g_0},-\frac2{g_1},\frac1{g_2}\right).
$$

The signs alternate. The highest state of $H_f$ does have alternating signs, because they make every hopping contribution to the energy positive. No other eigenvector can share that pattern, since two alternating vectors cannot be orthogonal. The lower two lines therefore always have weight in this model.

The highest line can vanish at one value of $Q$. For the vector above, the first row of the final-state problem gives

$$
x=\frac{2v_1g_0}{g_1}=\frac{2v_1^2}{|E_g|},
$$

using $g_0/g_1=v_1/|E_g|$. The last row gives $x=a_2-2Q+2v_2g_2/g_1$. The middle row of the initial problem supplies

$$
\frac{v_2g_2}{g_1}=a_1+|E_g|-\frac{v_1^2}{|E_g|}.
$$

Equating the two expressions for $x$ and solving for $Q$,

$$
Q^*=a_1+\frac{a_2}{2}+|E_g|-\frac{2v_1^2}{|E_g|}.
$$

The middle row of the final problem is then satisfied too. Let $R=(H_f-x)k$, whose outer components vanish. Since $\langle g|k\rangle=\langle g|N|k\rangle=0$, also $\langle g|R\rangle=g_1R_1=0$, so $R_1=0$. For positive $Q\neq Q^*$ there are three lines with nonzero weight; if $Q^*$ is not positive, there is no exception.

### Why the spectrum spreads

The final states are complete, so the mean final energy is

$$
\sum_kw_kx_k=\langle g|H_f|g\rangle=E_g-Q\langle N\rangle .
$$

Since $H_fg=E_gg-QNg$, the variance of the final energy is

$$
\langle H_f^2\rangle-\langle H_f\rangle^2=Q^2\left(\langle N^2\rangle-\langle N\rangle^2\right).
$$

The spread thus measures the fluctuation of the f count in one ground state, amplified by the core hole. For $Q=0$, $g$ is itself a final eigenstate and one line remains. For $V=0$ and $D>0$, the ground state is pure f$^0$ and again one line remains.

For weak hopping with $D>0$ and $b_1,b_2<0$, the f$^0$-like line is the highest. To first order the f$^1L$ amplitude is $v_1/D$ in $g$ and $v_1/b_1=-v_1/(Q-D)$ in that final state. The weight lost to the other two lines is the squared difference,

$$
1-w_3\simeq v_1^2\left(\frac1D+\frac1{Q-D}\right)^2
=\frac{v_1^2Q^2}{D^2(Q-D)^2}.
$$

This needs $v_1\ll D$, $v_1\ll Q-D$ and, to keep f$^2L^2$ out of the f$^0$-like final state, $v_2\ll|b_2|$. Ceria-like parameters violate the first condition, so the full matrix is needed.

### Numbers for ceria-like parameters

Take the rough values $D=1.5$, $U=10$, $Q=12$ and $V=0.75$ eV. Then $v_1=2.806$ eV, $v_2=3.824$ eV, $b_1=1.5-12=-10.5$ eV and $b_2=13-24=-11$ eV. With energies in eV the cubic is

$$
x^3+21.5x^2+93.0x-86.6=0 .
$$

| Line | Final energy (eV) | Relative binding energy (eV) | Weight |
|---|---:|---:|---:|
| 1 | −14.84 | 0 | 0.457 |
| 2 | −7.44 | 7.40 | 0.253 |
| 3 | 0.78 | 15.62 | 0.290 |

As a check, all 106 determinants were diagonalized with explicit fermion signs; the three energies agreed with the formulas to within $2\times10^{-4}$ eV and the weights to within $10^{-5}$, the tolerances of the test.

The ground state is $g=(0.731,0.662,0.163)$, with $E_g=-2.54$ eV and $\langle N\rangle=0.49$. The weight of line 3 follows from its unnormalized vector $(1,-0.279,0.091)$, whose squared norm is 1.086:

$$
w_3=\frac{(0.731-0.279\cdot0.662+0.091\cdot0.163)^2}{1.086}\simeq0.29 .
$$

Line 3 is 92% f$^0$. Line 1 is 49% f$^1L$ and 49% f$^2L^2$; line 2 is 43.5% and 50.3%. Neither lower line belongs to a single configuration, and neither signals a Ce$^{3+}$ ion. The core hole has brought $b_1$ and $b_2$ within 0.5 eV of each other, so hopping mixes them strongly.

Their weights differ through interference. The contributions of f$^0$, f$^1L$ and f$^2L^2$ to the overlap with $g$ are $0.097+0.465+0.114$ for line 1 and $0.182+0.437-0.116$ for line 2. The small f$^2L^2$ part of the ground state adds in one case and subtracts in the other.

The accidental zero lies at $Q^*=1.5+6.5+2.54-15.75/2.54\simeq4.3$ eV, far from 12 eV.

The 3d$_{5/2}$ and 3d$_{3/2}$ holes have six and four states. If the core hole has no further structure, each component carries the same triplet, with total weights 0.6 and 0.4. A rough splitting of 18.5 eV puts the six lines at 0, 7.4, 15.6, 18.5, 25.9 and 34.1 eV. With a Lorentzian full width of 2 eV at half maximum, all six remain separate maxima.

Crediting only line 3 to Ce$^{4+}$ would assign $1-0.29=0.71$ of the intensity to Ce$^{3+}$. The correct reduced fraction in this calculation is zero.

### What reduction adds

A Ce$^{3+}$ site has 15 electrons in the same orbitals. One f spin-orbital and its oxygen partner are both filled, leaving 13 channels for hopping. Retaining f$^1$ and f$^2L$ gives a two-state problem with coupling $t=\sqrt{13}\,V=2.70$ eV. The energy of f$^2L$ above f$^1$ is $D+U=11.5$ eV before photoemission and $D+U-Q=-0.5$ eV after it. The final lines are separated by

$$
\sqrt{(D+U-Q)^2+4t^2}=5.4\ \text{eV},
$$

with weights 0.67 and 0.33. If both ions have the same oxygen level, f level and core level, these lines lie at $-2.1$ and $+3.4$ eV relative to line 1 of Ce$^{4+}$. A different electrostatic potential at the reduced site would shift the pair. By moving the f level relative to oxygen, it can also change the separation and the weights, so these numbers should not be used as fixed values in a fit. The weights also depend on the truncation. Allowing every f count on both ions changes them to 0.56 and 0.44, while the positions stay near $-1.9$ and $+3.4$ eV. Measured Ce$^{3+}$ spectra usually show the line at higher binding energy as the stronger one, so the model gives the number and rough spacing of the lines but not their intensity ratio.

Evidence for reduction is therefore intensity from this additional pair, not the presence of several peaks. When the reduced fraction is small, the pair can overlap the Ce$^{4+}$ lines without producing separate maxima. With the lines above and a 2 eV width, no new maximum appears at 10% reduction and two appear at 15%; with every f count allowed, one already appears at 5%. Nor do several peaks exclude reduction. In the model, a reduced fraction $r$ lowers the share $s$ of the f$^0$-like line to $s=(1-r)w_3$, so $r=1-s/w_3$. This assumes equal detection of both ions, a correctly subtracted background and an unchanged $w_3$ on the Ce$^{4+}$ sites that remain, and it requires a reliable value of $w_3$. It also matters which line is measured. With the positions above, a Ce$^{3+}$ 3d$_{3/2}$ line at $18.5-2.1=16.4$ eV nearly coincides with the 3d$_{5/2}$ f$^0$-like line at 15.6 eV and would more than hide the loss: it adds $0.4\cdot0.67\,r=0.27\,r$ where the Ce$^{4+}$ line loses $0.6\cdot0.29\,r=0.17\,r$. The 3d$_{3/2}$ f$^0$-like line at 34.1 eV stands apart. Since that component carries 0.4 of the total intensity, $s$ is the line's share of the whole 3d spectrum divided by 0.4.

### How far this carries over to real ceria

Well-oxidized ceria does show three peaks per spin-orbit component, with the outer two roughly 16 eV apart, close to the model's 15.6 eV. Real ceria breaks the restriction to three configurations. With $D,U,Q,V$ fixed, allowing every f count from 0 to 14 changes the weight of the lowest line from 0.46 to 0.38 and the distance between the centres of the outer line groups to 16.3 eV. Four lines then exceed 1% weight, but the upper two are only 1.6 eV apart and merge under the 2 eV broadening. "Three" thus counts retained configurations in the ideal model and visible maxima in the larger one.

Other changes, each made separately to the three-configuration model, also leave three maxima per component:

- A flat oxygen band 3 eV wide gives $w_3=0.26$ (a semi-elliptic band of the same width gives 0.27) and an outer separation of about 16 eV.
- Hopping reduced by 20% in the final state alone gives $w_3=0.34$ and 14.5 eV.
- An exchange-like shift of $\pm0.5$ eV between two halves of the f shell moves the group separations by about 0.02 eV or less.

The last item does not replace a full 3d-4f multiplet calculation, which is left out here. Thermal excitation is negligible: the lowest excitation is 3.5 eV, or about 2 eV after subtracting half the band width, against a thermal energy of 0.026 eV at 300 K.

The spread in $w_3$ matters for your powder. If the true value were 0.263 and you used 0.290, an unreduced sample would appear to be $1-0.263/0.290\simeq9\%$ reduced. A fully oxidized reference measured under the same conditions is safer than a weight taken from this model. Polishing particles can contain real Ce$^{3+}$, especially near their surfaces, but its amount cannot be read from the number of peaks. One way to estimate it is a fit that includes both the Ce$^{4+}$ triplets and the Ce$^{3+}$ doublets, with the Ce$^{4+}$ shape taken from the oxidized reference. The numerical output below gives the remaining digits.

## Calculated quantities

```
Inputs D, U, Q, V: 1.50, 10.00, 12.00, 0.75 eV
Couplings v1, v2: 2.806, 3.824 eV
Initial diagonal energies: [ 0.   1.5 13. ] eV
Final diagonal energies: [  0.  -10.5 -11. ] eV
Ground energy: -2.5407 eV
Ground amplitudes f0, f1L, f2L2: [0.7314 0.6622 0.163 ]
Ground probabilities f0, f1L, f2L2: [0.535  0.4385 0.0266]
Mean f count: 0.4916; variance: 0.3030
Line 1: E=-14.8396 eV; relative binding=0.000 eV; weight=0.4571
  composition f0, f1L, f2L2: [0.0176 0.4932 0.4892]
Line 2: E=-7.4445 eV; relative binding=7.395 eV; weight=0.2530
  composition f0, f1L, f2L2: [0.0618 0.435  0.5032]
Line 3: E=0.7841 eV; relative binding=15.624 eV; weight=0.2899
  composition f0, f1L, f2L2: [0.9206 0.0719 0.0076]
Mean final energy: -8.4398 eV; rms width: 6.6058 eV
Accidental Q*: 4.3415 eV
False reduced fraction from lower two lines: 0.7101
Random tests: 1500; positive-Q* tests: 1465
Core splitting: 18.5 eV; FWHM: 2.0 eV
Six relative binding energies: [ 0.     7.395 15.624 18.5   25.895 34.124] eV
Visible maxima, one component / both: 3 / 6
Ce3+ line positions from lowest Ce4+ line: [-2.063  3.369] eV
Ce3+ line weights: [0.6702 0.3298]
Ce3+ line separation: 5.431 eV
Neglected effects: group weights; separations from lowest group; maxima
three-state model: [0.457 0.253 0.29 ]; [ 7.4  15.62] eV; 3
all f counts: [0.379 0.32  0.301]; [ 6.92 16.29] eV; 3
3 eV oxygen band: [0.478 0.259 0.263]; [ 7.35 15.95] eV; 3
final hopping -20%: [0.432 0.231 0.336]; [ 5.99 14.49] eV; 3
exchange-like +-0.5 eV: [0.458 0.253 0.289]; [ 7.38 15.61] eV; 3
All-f-count lines above 1% weight (final energy in eV, weight):
  -15.654 eV, 0.3791
  -8.735 eV, 0.3202
  -0.741 eV, 0.0420
  0.861 eV, 0.2586
Lowest initial excitation: 3.481 eV; less half band width: 1.981 eV
Thermal energy at 300 K: 0.02585 eV
```
